# Apparent remanent polarization of a leaky sample without ferroelectricity

## Problem

A uniform sample lies between two flat electrodes. It has conductivity \(\sigma=1\times10^{-5}\) S/m and no ferroelectric polarization. It is driven by the field

\[
E(t)=E_0\sin\omega t,\qquad E_0=10\ \text{MV/m}=0.10\ \text{MV/cm},\qquad f=\frac{\omega}{2\pi}=1\ \text{kHz}.
\]

A hysteresis tester integrates the current through the sample, divides by the electrode area, centres the record vertically and plots the result against the field as "polarization". What remanent polarization does it report?

Assume that \(\sigma\) does not depend on field, that the field is uniform, that the electrodes pass current freely, and that the integrator takes no share of the applied voltage. The sample may also have an ordinary linear permittivity \(\varepsilon\). Decide whether its value is needed.

## Hints

1. The tester cannot tell charge that is stored from charge that has passed through. Write down the total current density, including the dielectric part.
2. Integrate from \(t=0\), where \(E=0\) and the integrator reads zero. Keep the constant of integration.
3. Centring subtracts the midpoint between the highest and lowest readings. Find that midpoint before reading the remanence.
4. Remanence is the centred reading at the moment when the field falls through zero. What is \(\omega t\) then, and what does the dielectric term contribute?

## Solution

**The current.** The conduction current density is \(\sigma E\). Charging the linear dielectric adds \(\varepsilon\,dE/dt\), so

\[
J(t)=\sigma E+\varepsilon\frac{dE}{dt}
=\sigma E_0\sin\omega t+\varepsilon\omega E_0\cos\omega t .
\]

**The raw record.** The tester forms \(D_{\rm raw}(t)=\int_0^t J\,dt'\). The two integrals are

\[
\int_0^t\sin\omega t'\,dt'=\frac{1-\cos\omega t}{\omega},\qquad
\int_0^t\cos\omega t'\,dt'=\frac{\sin\omega t}{\omega}.
\]

With the abbreviation \(P_{\rm app}=\sigma E_0/\omega\), this gives

\[
D_{\rm raw}(t)=P_{\rm app}+\varepsilon E_0\sin\omega t-P_{\rm app}\cos\omega t .
\]

**Centring.** The two oscillating terms combine into one sine. Set \(\varepsilon E_0=R\cos\delta\) and \(P_{\rm app}=R\sin\delta\), so that

\[
R=\sqrt{(\varepsilon E_0)^2+P_{\rm app}^2},\qquad
\tan\delta=\frac{P_{\rm app}}{\varepsilon E_0}=\frac{\sigma}{\varepsilon\omega}.
\]

Then \(D_{\rm raw}=P_{\rm app}+R\sin(\omega t-\delta)\). Over a full cycle its extremes are \(P_{\rm app}+R\) and \(P_{\rm app}-R\), and their midpoint is \(P_{\rm app}\). Subtracting it leaves

\[
D(t)=\varepsilon E_0\sin\omega t-P_{\rm app}\cos\omega t .
\]

**The remanence.** The field falls through zero at \(\omega t=\pi\). There \(\sin\omega t=0\), which removes the dielectric term, and \(\cos\omega t=-1\). Therefore

\[
D\Big|_{\omega t=\pi}=+P_{\rm app}=\frac{\sigma E_0}{\omega}=\frac{\sigma E_0}{2\pi f}.
\]

At \(\omega t=2\pi\), where the field rises through zero, the reading is \(-P_{\rm app}\). The permittivity is not needed.

**The number.** The angular frequency is \(\omega=2\pi\times10^3\ \text{s}^{-1}=6283.2\) rad/s, and the peak leakage current density is \(\sigma E_0=10^{-5}\times10^{7}=100\) A/m². Hence

\[
P_{\rm app}=\frac{100}{6283.2}\ \text{C/m}^2=0.0159\ \text{C/m}^2=1.59\ \mu\text{C/cm}^2,
\]

which is 0.016 C/m² to two figures.

**What the number means.** During the positive half-cycle the leakage carries the charge per area

\[
Q_{1/2}=\int_0^{\pi/\omega}\sigma E_0\sin\omega t\,dt=\frac{2\sigma E_0}{\omega}=2P_{\rm app}.
\]

This charge moves the centred reading from \(-P_{\rm app}\) to \(+P_{\rm app}\). It has crossed the sample and is not stored in it. If the record is left uncentred, the reading at the falling zero of field is the whole of \(Q_{1/2}\), or 3.18 µC/cm². The answer 1.59 µC/cm² thus belongs to the centred loop.

**The shape of the loop.** Since \(\sin\omega t=E/E_0\) and \(\cos\omega t=(\varepsilon E-D)/P_{\rm app}\), the identity \(\sin^2+\cos^2=1\) gives an ellipse:

\[
\left(\frac{E}{E_0}\right)^2+\left(\frac{D-\varepsilon E}{P_{\rm app}}\right)^2=1 .
\]

It also has an apparent coercive field. The centred reading is \(D=R\sin(\omega t-\delta)\), which vanishes at \(\omega t=\delta\), where the field is

\[
E_{c,\rm app}=E_0\sin\delta=\frac{E_0P_{\rm app}}{R}=\frac{E_0\,\sigma}{\sqrt{\sigma^2+\varepsilon^2\omega^2}} .
\]

For a relative permittivity of 100, \(\sigma/(\varepsilon\omega)=1.80\) and \(E_{c,\rm app}=0.087\) MV/cm. Two limits help to read this formula:

- For \(\varepsilon\to0\) the sample is a pure resistor, and the apparent coercive field equals the peak field, 0.10 MV/cm.
- For \(\sigma\to0\) both \(P_{\rm app}\) and \(E_{c,\rm app}\) vanish, and the ellipse closes to the straight line \(D=\varepsilon E\).

One feature gives the leakage away. At peak field, \(\omega t=\pi/2\), the centred reading is \(D=\varepsilon E_0=0.885\) µC/cm², which is less than the remanence of 1.59 µC/cm² because \(\sigma>\varepsilon\omega\) here. For any \(\sigma>0\) the reading goes on rising after the field has passed its peak, though only slightly when \(\sigma\ll\varepsilon\omega\), because the leakage charge driven forward at first outweighs the charge that the dielectric gives back. It is highest at \(\omega t=\delta+\pi/2\), about 151°, where it equals \(R=1.82\) µC/cm², and then falls to 1.59 µC/cm² as the field reaches zero. A ferroelectric without leakage and without dielectric loss, if it has finished switching by the field peak, shows no such rise while the field is removed. Dielectric loss alone does produce a rise: a loss part \(\varepsilon''\) adds \(-\varepsilon''E_0\cos\omega t\) to the reading, and for \(\varepsilon''/\varepsilon=0.05\) the maximum falls about 3° after the field peak. The rise therefore signals loss of either kind, not leakage alone.

**Energy.** The loop area is the work done per volume and cycle. The dielectric part, \(\varepsilon\oint E\,dE\), is zero, and the mean of \(\sin^2\omega t\) over a period is \(1/2\), so

\[
\oint E\,dD=\int_0^{2\pi/\omega}\sigma E^2\,dt=\sigma E_0^2\cdot\frac12\cdot\frac{2\pi}{\omega}=\frac{\pi\sigma E_0^2}{\omega}=0.50\ \text{J/cm}^3 .
\]

In this sample the whole area is Joule heat.

## Variation 1: separating leakage from switching

*The measurement is repeated at 0.5 kHz with the same peak field. What is reported, and how can two such readings reveal a true switching polarization?*

With \(\sigma\) and \(E_0\) held fixed, \(P_{\rm app}\propto1/f\), because each half-cycle lasts twice as long. The reading doubles to 3.18 µC/cm².

Now suppose that the sample also has a switching polarization with remanence \(P_s\), that its current simply adds to the leakage, and that \(P_s\) is the same at both frequencies. The polarization is \(+P_s\) when the field falls through zero, where the leakage term is also positive, so the two add:

\[
P(f)=P_s+\frac{\sigma E_0}{2\pi f},\qquad
P(f/2)=P_s+\frac{2\sigma E_0}{2\pi f}.
\]

Doubling the first equation and subtracting the second removes the leakage:

\[
P_s=2P(f)-P(f/2).
\]

For the present sample, \(2\times1.592-3.183\) is zero to within rounding, as it should be. The method fails to the extent that \(P_s\) itself depends on frequency, that \(\sigma\) changes between the two runs, or that the leakage differs between the two field directions. It also cannot remove dielectric loss. A loss part \(\varepsilon''\) that does not depend on frequency adds \(\varepsilon''E_0\) to both readings and survives the subtraction as a false \(P_s\), which is 0.089 µC/cm² for a relative permittivity of 100 and \(\varepsilon''/\varepsilon=0.1\).

## Variation 2: conduction that grows with field

*Suppose that the carriers escape from charged traps whose barrier is lowered by the field (Poole-Frenkel conduction). How does the answer change at 300 K?*

**A general rule.** Let the leakage \(J_{\rm leak}(E)\) be any odd function of field. Then the total current reverses sign after half a period \(T/2\), and

\[
\frac{d}{dt}\left[D_{\rm raw}(t)+D_{\rm raw}(t+T/2)\right]=J(t)+J(t+T/2)=0 .
\]

The bracket is therefore constant. At \(t=0\) it equals \(0+Q_{1/2}\), where \(Q_{1/2}\) is the leakage charge of the positive half-cycle; the dielectric charge is zero at both ends because \(E=0\) there. Every reading \(x\) is thus matched by a reading \(Q_{1/2}-x\), the midpoint of the extremes is \(Q_{1/2}/2\), and the centred remanence is

\[
P_{\rm app}=Q_{1/2}-\tfrac12Q_{1/2}=\frac12\int_0^{T/2}J_{\rm leak}\,dt .
\]

**The barrier.** An electron at distance \(r\) from its trap, on the side towards which the field pulls it, has the energy

\[
U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_{\rm opt}r}-eEr .
\]

Setting \(dU/dr=0\) gives \(r_m^2=e/(4\pi\varepsilon_0\varepsilon_{\rm opt}E)\). At this distance the two terms are equal, so the top of the barrier lies below its zero-field height by

\[
\Delta=2eEr_m=\sqrt{\frac{e^3E}{\pi\varepsilon_0\varepsilon_{\rm opt}}} .
\]

With a rough optical permittivity \(\varepsilon_{\rm opt}=6.5\), the lowering at peak field is 0.094 eV. Divided by \(k_BT=0.0259\) eV, this is \(b=3.64\). If the escape rate follows the Boltzmann factor of the lowered barrier,

\[
J_{\rm leak}=\sigma_{\rm low}E\exp\!\left(b\sqrt{|E|/E_0}\right),
\]

where \(\sigma_{\rm low}\) is the conductivity at vanishing field. The half-cycle integral is done numerically, and the result depends on what the quoted \(10^{-5}\) S/m refers to:

- If it is the value \(J_{\rm leak}/E\) at peak field, then \(P_{\rm app}=1.12\) µC/cm², about 30% below the ohmic answer. The sample conducts less well during the rest of the cycle.
- If it is the low-field value, then \(P_{\rm app}\approx43\) µC/cm², about 27 times the ohmic answer. The conductivity at peak field is then larger by \(e^{3.64}\approx38\). This is an upper estimate, because the law treats every escape as if it went along the field, where the barrier is lowered most. If the Boltzmann factor is averaged over all directions of escape, with lowering \(\Delta\sqrt{\cos\theta}\) at angle \(\theta\) to the pull of the field and none against it, the gain at peak field drops from 38 to about 8 and \(P_{\rm app}\) to about 10 µC/cm², six times the ohmic answer. The peak-field case above then moves from 1.12 to 1.21 µC/cm².

A conductivity measured at a small voltage can therefore badly underestimate the artefact in a high-field loop.

## Beside a real film

The numbers are in the range of a leaky bismuth ferrite film, here taken as 300 nm thick, so that the peak voltage is 3.0 V. The conductivity is high for such a film; good ones leak far less. The peak field is low, since these films typically need a few tenths of a MV/cm to switch. Their true remanence, once switched, is roughly 60 µC/cm². At a switching field of, say, 0.4 MV/cm the ohmic artefact would be four times larger than here, 6.4 µC/cm², or about a tenth of that remanence. The artefact would be larger still if the conductivity rose above its value at 0.10 MV/cm. The low-field case of Variation 2 gives, already at 0.10 MV/cm, about a sixth of the true remanence with escape averaged over directions (10 µC/cm²) and about 70% of it with the one-dimensional upper estimate (43 µC/cm²).

Temperature matters too. For ohmic conduction with a rough activation energy of 0.5 eV, warming from 300 K to 310 K multiplies \(\sigma\), and with it \(P_{\rm app}\), by

\[
\exp\!\left[\frac{0.5\ \text{eV}}{k_B}\left(\frac1{300\ \text{K}}-\frac1{310\ \text{K}}\right)\right]=1.87 .
\]

For the ohmic leakage at 0.10 MV/cm the film's own heating is negligible by comparison. The mean power density of 500 W/cm³ over 300 nm sends \(q=0.015\) W/cm² into the substrate. Each surface element \(dA\) of a thick substrate of thermal conductivity \(\kappa\) warms a point at distance \(r\) by \(q\,dA/(2\pi\kappa r)\). Under the centre of a round pad of radius \(a\) the steady rise is therefore

\[
\Delta T=\int_0^a\frac{q}{2\pi\kappa r}\,2\pi r\,dr=\frac{qa}{\kappa}\approx0.75\ \text{mK}
\]

for \(a=50\) µm and a rough \(\kappa=10\) W/(m K), leaving out the small drop across the film itself. Field-dependent conduction can change this. With \(10^{-5}\) S/m as the low-field value, the one-dimensional Poole-Frenkel law gives a rise of 0.02 K at 0.10 MV/cm but about 11 K at 0.4 MV/cm (about 1.4 K with escape averaged over directions). Breakdown, at roughly 1 MV/cm, is a factor of ten away. Of the effects sized here, field-dependent conduction and the temperature of use are the ones that move the answer; the numerical output lists the values.

## Values computed for the example and the checks

```
INPUTS
conductivity: 1.0e-05 S/m
peak field: 10.0 MV/m = 0.10 MV/cm
frequency: 1.0 kHz
angular frequency: 6283.2 rad/s
film thickness (rough): 300 nm
peak voltage: 3.00 V
relative permittivity (rough): 100
optical relative permittivity (rough): 6.5
temperature: 300 K
OHMIC RESULT
peak leakage current density: 100.0 A/m^2
P_app, formula: 0.01592 C/m^2 = 1.592 uC/cm^2
P_app, simulated loop: 1.592 uC/cm^2
uncentred reading at falling E=0: 3.183 uC/cm^2
P_app without permittivity: 1.592 uC/cm^2
P_app at half the frequency: 3.183 uC/cm^2
centred D at peak field: 0.885 uC/cm^2
apparent coercive field: 0.0874 MV/cm
coercive field without permittivity: 0.1000 MV/cm
loss ratio sigma/(eps omega): 1.798
loop area (heat per cycle): 0.500 J/cm^3
NEGLECTED EFFECTS
Poole-Frenkel lowering at peak field: 0.0941 eV
thermal energy kT: 0.02585 eV
lowering / kT: 3.64
P_app if sigma is the peak-field value: 1.122 uC/cm^2
P_app if sigma is the low-field value: 42.8 uC/cm^2
activation energy (rough): 0.50 eV
factor on P_app for 10 K warming: 1.87
pad radius: 50 um
substrate conductivity (rough): 10 W/(m K)
mean Joule power density: 500 W/cm^3
mean heat flux into substrate: 0.0150 W/cm^2
steady self-heating at pad centre: 0.750 mK
breakdown field (rough): 1.0 MV/cm
breakdown / peak field: 10.0
```
